# Saturation velocity from one optical-phonon rate in a hot electron gas, part 2

We seek the steady drift velocity $v$ of hot electrons that emit and absorb optical phonons of energy $\hbar\omega$. The force has magnitude $qF$, with $q>0$ and $F$ the field magnitude, and $v$ is positive along it. The band is parabolic and isotropic, with effective mass $m$ and $E=mu^2/2$ for an electron of speed $u$. The electrons are non-degenerate, and scattering is isotropic. The phonons stay in equilibrium at lattice temperature $T$, with occupation $N$ and $2N+1=\coth(\hbar\omega/2kT)$.

The microscopic rate is $w(E)=\nu\sqrt{E/\hbar\omega}$, with $\nu$ constant. Emission occurs at the rate $(N+1)w(E-\hbar\omega)$, which is zero below threshold, and absorption at $Nw(E+\hbar\omega)$. For hot carriers the momentum relaxation rate is $\Gamma=(2N+1)w$, and the rate of energy loss is $\hbar\omega w\,[1-E_L/E]$, where

$$E_L=\left(N+\tfrac12\right)\hbar\omega .$$

The distribution is $f=f_0(E)+f_1(E)\cos\chi$, with $\chi$ the angle between velocity and force. To leading order in the phonon step, $f_0\propto e^{-E/kT_e}$, with

$$kT_e=E_L+\frac{2q^2F^2}{3m(2N+1)\nu^2},$$

and $f_1=qFu f_0/(\Gamma kT_e)$. This requires $kT_e\gg\hbar\omega$; at low fields the lattice must also be hot.

Angle brackets denote averages over $f_0$. With $y=E/kT_e$,

$$\langle\sqrt E\rangle=\sqrt{kT_e}\,\frac{\int_0^\infty y\,e^{-y}dy}{\sqrt\pi/2}
=2\sqrt{\frac{kT_e}{\pi}},\qquad
\langle E^{-1/2}\rangle=\frac{1}{\sqrt{kT_e}}\,\frac{\int_0^\infty e^{-y}dy}{\sqrt\pi/2}
=\frac{2}{\sqrt{\pi kT_e}} .$$

The momentum balance $qF=mv/\tau_p$, with $1/\tau_p$ the averaged momentum relaxation rate, is

$$qF=\frac{3\sqrt\pi}{4}\,(2N+1)\,\nu\sqrt{\frac{kT_e}{\hbar\omega}}\;mv .$$

For comparison, giving all electrons nearly the same energy leads to the single-energy estimate

$$v=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} ,$$

with mean net energy loss $\hbar\omega/(2N+1)$ per collision. A separate constant-rate test replaces $w(E)$ by a fixed rate, written `nu` in the numerical output. Its hot population heats without limit above a critical field.

### The energy balance

The mean energy loss per electron and unit time is

$$\hbar\omega\left\langle w\left(1-\frac{E_L}{E}\right)\right\rangle
=\nu\sqrt{\hbar\omega}\left[\langle\sqrt E\rangle-E_L\langle E^{-1/2}\rangle\right].$$

With the two averages this gives

$$qFv=\frac{2}{\sqrt\pi}\,\hbar\omega\,\nu\sqrt{\frac{kT_e}{\hbar\omega}}
\left[1-\frac{E_L}{kT_e}\right].$$

The expansion behind this expression fails for electrons with $E\lesssim\hbar\omega$. Since $e^{-y}\le1$, the fraction of the Maxwellian below $\hbar\omega$ is at most $(4/3\sqrt\pi)(\hbar\omega/kT_e)^{3/2}$, which vanishes for hot carriers. The averages that give the energy loss and the drift velocity were also tested by quadrature with the unexpanded square roots and the threshold, at $N=3$ and a carrier temperature far above the phonon energy.

### The saturation velocity

Divide the energy balance by the momentum balance. The force, $\nu$ and the factor $\sqrt{kT_e/\hbar\omega}$ cancel, and the numerical factors combine as $(2/\sqrt\pi)\cdot4/(3\sqrt\pi)=8/(3\pi)$:

$$v^2=\frac{8}{3\pi}\,\frac{\hbar\omega}{m(2N+1)}\left[1-\frac{E_L}{kT_e}\right].$$

When the carriers are so hot that $kT_e\gg E_L$ and $kT_e\gg\hbar\omega$, the velocity tends to

$$v_{\rm sat}=\sqrt{\frac{8}{3\pi}}\,\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} .$$

The prefactor is 0.921, so thermal averaging lowers the single-energy estimate by about 8%.

The ratio $f_1/f_0$ gives a second road to this result and a measure of the neglected anisotropy. Both $u$ and $\Gamma$ vary as $\sqrt E$, so the ratio does not depend on energy:

$$\frac{f_1}{f_0}=\frac{qF}{(2N+1)\nu\,kT_e}\sqrt{\frac{2\hbar\omega}{m}} .$$

The temperature formula gives $q^2F^2=\frac32m(2N+1)\nu^2(kT_e-E_L)$. Squaring the ratio and inserting this,

$$\left(\frac{f_1}{f_0}\right)^2=\frac{3\hbar\omega}{(2N+1)kT_e}\left[1-\frac{E_L}{kT_e}\right].$$

The anisotropy thus dies out as $1/\sqrt{kT_e}$ at high field. The drift velocity is $\langle u\rangle f_1/(3f_0)$ with $\langle u\rangle=\sqrt{8kT_e/\pi m}$. The growing thermal speed compensates the falling anisotropy, and the square of the product is the expression for $v^2$ above.

### The velocity-field curve

Define $F_c$ as the field at which the field-dependent part of $kT_e$ equals $E_L=(2N+1)\hbar\omega/2$:

$$\frac{2q^2F_c^2}{3m(2N+1)\nu^2}=\frac{(2N+1)\hbar\omega}{2}
\quad\Longrightarrow\quad
qF_c=\frac{\sqrt3}{2}(2N+1)\,\nu\sqrt{m\hbar\omega}.$$

Then $kT_e=E_L(1+F^2/F_c^2)$, and the bracket in $v^2$ is $1-1/(1+F^2/F_c^2)=(F^2/F_c^2)/(1+F^2/F_c^2)$. The velocity is

$$v=v_{\rm sat}\,\frac{F/F_c}{\sqrt{1+(F/F_c)^2}} .$$

At low field $v=(v_{\rm sat}/F_c)F$, so $v_{\rm sat}/F_c$ is the low-field mobility to leading order in $\hbar\omega/kT$. At high field $v\simeq v_{\rm sat}(1-F_c^2/2F^2)$. The scale $\nu$ sets how large a field is needed and drops out of the plateau. The whole curve requires $\hbar\omega\ll kT$. On a colder lattice only the plateau follows from this derivation. The coefficient of $F_c^2/F^2$ in the approach to it is then altered by dropped terms of the same order, and $v_{\rm sat}/F_c$ should not be used as a mobility.

The curve was tested at two fields, for $N=3$, by a Monte Carlo simulation that keeps finite phonon steps, the emission threshold and the complete angular distribution. In units of $\sqrt{\hbar\omega/m}$, the velocity at $F=2F_c$ was $0.3111\pm0.0016$, against 0.3115 from the formula. At $F=F_c$ it was $0.2495\pm0.0011$ against 0.2462, an excess of about 1.3%. In the same run the force and the momentum loss, which must agree in a steady state, differed by 1.4%. The excess in velocity is three times its statistical error, so part of it may come from the approximations, but this run does not determine how much. The carrier temperatures agreed with the formula to about 1%. The ratio $\langle E^2\rangle/\langle E\rangle^2$ was 1.66 in both runs, close to the Maxwellian value $5/3$.

### Relaxation times for an energy-balance code

A code that evolves $v$ and $T_e$ needs two relaxation times. The momentum balance supplies

$$\tau_p=\frac{4}{3\sqrt\pi\,(2N+1)\nu}\sqrt{\frac{\hbar\omega}{kT_e}} .$$

Define $\tau_E$ by writing the energy loss as $\frac32(kT_e-E_L)/\tau_E$. Equating this to the loss found above, the factor $kT_e-E_L$ cancels:

$$\tau_E=\frac{3}{2}\,\frac{\sqrt\pi\,kT_e}{2\hbar\omega\,\nu}\sqrt{\frac{\hbar\omega}{kT_e}}
=\frac{3\sqrt\pi}{4\nu}\sqrt{\frac{kT_e}{\hbar\omega}} .$$

The two times vary in opposite directions, and their product is $1/[(2N+1)\nu^2]$ at every $T_e$. Hot carriers lose momentum faster, but their excess energy lasts longer because each collision removes a smaller part of it. If $\tau_p$ is held constant, $v=qF\tau_p/m$ stays linear in the field and the code does not saturate. The temperature dependence of $\tau_p$ is essential.

In this loss formula the carriers relax toward $E_L$. For a hot lattice $E_L\simeq kT$. If a code replaces $E_L$ by $kT$ on a colder lattice, the correct equilibrium is restored and the plateau is unchanged, but the curve between them becomes an interpolation that has not been derived here.

### Why a rigidly drifted Maxwellian gives another factor

Some balance models assume a Maxwellian shifted by $v$. For small drift it has $f_1=(muv/kT_e)f_0$. Its momentum loss is the mean of $mu\cos\chi\,\Gamma$:

$$\left\langle\frac{mu\,\Gamma}{3}\frac{f_1}{f_0}\right\rangle
=\frac{2mv}{3kT_e}\langle E\,\Gamma\rangle
=\frac{2mv(2N+1)\nu}{3kT_e\sqrt{\hbar\omega}}\langle E^{3/2}\rangle .$$

Here $\langle E^{3/2}\rangle=(kT_e)^{3/2}\int_0^\infty y^2e^{-y}dy\,/(\sqrt\pi/2)=4(kT_e)^{3/2}/\sqrt\pi$. The coefficient $3\sqrt\pi/4$ in the momentum balance is replaced by $8/(3\sqrt\pi)$, and the factor in $v_{\rm sat}^2$ becomes $(2/\sqrt\pi)(3\sqrt\pi/8)=3/4$. The plateau is then about 6% lower than $v_{\rm sat}$.

The shifted form gives fast electrons a larger share of the drift, although they scatter most often. In the kinetic solution $f_1$ contains $1/\Gamma$, which reduces their share. The factor $8/(3\pi)$ belongs to the stated scattering model. If frequent electron-electron collisions enforced a shifted Maxwellian, the factor $3/4$ would apply.

### Lattice temperature

On a cold lattice the hyperbolic tangent tends to one, and $v_{\rm sat}\to\sqrt{8\hbar\omega/3\pi m}$. On a hot lattice $\tanh x\simeq x$, which gives

$$v_{\rm sat}\simeq\sqrt{\frac{8}{3\pi}}\,\frac{\hbar\omega}{\sqrt{2mkT}} .$$

The velocity falls as $T^{-1/2}$ because the added absorption and stimulated emission both randomize momentum, while their energy exchanges cancel at leading order. Since $\tanh x<x$ for positive $x$, this limit lies above the full formula. For the parameters of the next section it is too high by 54% at 150 K, 19% at 300 K and 5% at 600 K, relative to the full $v_{\rm sat}$. The full formula costs no more to evaluate and should be preferred.

### Worked example

Take the round model parameters $\hbar\omega=60$ meV, $m=0.5\,m_e$ with $m_e$ the electron mass, $T=300$ K and $\nu=5\times10^{12}\ \mathrm{s^{-1}}$. They describe no particular semiconductor. With $kT=25.85$ meV,

$$\tanh\frac{60}{2\times25.85}=0.821,\qquad 2N+1=\frac{1}{0.8212}=1.218,\qquad N=0.109 .$$

The mean net energy loss per collision is $60/1.218=49.3$ meV. The velocity scale is $\sqrt{\hbar\omega/m}=1.453\times10^7$ cm/s, so the single-energy estimate is

$$\frac{1.453\times10^7}{\sqrt{1.218}}=1.317\times10^7\ \text{cm/s}.$$

The thermal factor then gives

$$v_{\rm sat}=0.9213\times1.317\times10^7=1.21\times10^7\ \text{cm/s}=1.21\times10^5\ \text{m/s}.$$

The field scale follows from $\sqrt{m\hbar\omega}=m\sqrt{\hbar\omega/m}$:

$$F_c=\frac{\sqrt3}{2}\times1.218\times\frac{m\nu}{q}\sqrt{\frac{\hbar\omega}{m}}=21.8\ \text{kV/cm}.$$

At $F=2F_c$ the carrier temperature is $kT_e=\frac12(1.218)(0.060)(1+4)=0.183$ eV. The velocity formula gives $(2/\sqrt5)\,v_{\rm sat}=1.085\times10^7$ cm/s. The comparison with the simulation is:

| $F/F_c$ | $kT_e$ formula (eV) | $v/v_{\rm sat}$ formula | $v/v_{\rm sat}$ simulation |
|---|---|---|---|
| 2 | 0.183 | 0.894 | 0.922 |
| 4 | 0.621 | 0.970 | 0.977 |
| 8 | 2.375 | 0.992 | 0.994 |

This lattice is not hot, since $\hbar\omega$ is more than twice $kT$, so the curve is not expected to be accurate at moderate field. At $2F_c$ the simulated velocity is 3% above the formula and the simulated carrier temperature 8% above it. At $8F_c$ the velocity difference is 0.2%, about the size of the statistical error. The agreement at the two higher fields was tested, with the closer tolerance at the highest field.

The anisotropy formula shows how far the derivation is stretched. At $2F_c$, where $kT_e/\hbar\omega=3.04$,

$$\frac{f_1}{f_0}=\sqrt{\frac{3\times0.8}{1.218\times3.04}}\simeq0.8,$$

which is not small. At $8F_c$ the same formula gives about 0.25. The small velocity error at $2F_c$ is therefore a numerical finding for these parameters, not something the expansion guarantees.

### Range of validity

The plateau is an asymptotic property of the model. In the example $v/v_{\rm sat}=\sqrt{1-E_L/kT_e}$ with $E_L=0.0365$ eV, so the formula comes within 1% of the plateau only when $kT_e$ exceeds about 1.8 eV, an energy at which a parabolic band is not a credible description of a semiconductor. At $2F_c$, with $kT_e$ near 0.2 eV, the velocity has already reached 92% of the plateau. For a real channel the formula is best read as an estimate of the velocity scale. A full-band calculation is needed where the band shape matters.

The result also fails when another process carries a substantial part of either loss. Elastic scattering adds to the momentum loss but not to the energy loss, and its effect depends on how its rate varies with energy. An isotropic elastic rate $b\,w(E)$ that also grows as $\sqrt E$, as for acoustic deformation-potential scattering, replaces $2N+1$ by $2N+1+b$ in $v_{\rm sat}^2$, so the relative strength of the two processes stays in the plateau. A rate that falls with energy, as for ionized impurities, lowers the velocity at moderate field and delays saturation, but leaves the asymptotic plateau unchanged. Polar-optical scattering favours small deflections and is not isotropic. Transfer between unlike valleys changes the mass, and impact ionization removes energy in larger amounts. If the emitted phonons do not decay quickly, $N$ exceeds its equilibrium value. If the excess is the same for all modes involved, the formula with $2N+1$ gives the plateau for the actual $N$, which is lower. The carriers reach it only if $kT_e$ is still far above $(N+\frac12)\hbar\omega$, which has grown with $N$. The form with $\tanh(\hbar\omega/2kT)$ then no longer applies at the lattice temperature.

The remaining simulated values and their statistical errors are in the numerical output.

## Computed results

```
Factor 8/(3 pi) from thermal averages: 0.8488
Its square root: 0.9213
Factor for a drifted Maxwellian: 0.7500
Hot-lattice test, N = 3; v in sqrt(hw/m), theta = kTe/hw
F/Fc=1: v law 0.2462, MC 0.2495 +- 0.0011
  theta law 7.00, MC 7.07; <E^2>/<E>^2 MC 1.660
  power in/loss 0.999; force/momentum loss 0.986
F/Fc=2: v law 0.3115, MC 0.3111 +- 0.0016
  theta law 17.50, MC 17.54; <E^2>/<E>^2 MC 1.662
  power in/loss 0.998; force/momentum loss 0.999
Inputs: hw = 60 meV, m = 0.5 m_e, T = 300 K, nu = 5.0e+12 1/s
kT = 25.85 meV
N = 0.1089, 2N+1 = 1.2177, tanh = 0.8212
Net energy loss per collision = 49.27 meV
sqrt(hw/m) = 1.453e+07 cm/s
Single-energy estimate = 1.317e+07 cm/s
v_sat = 1.213e+07 cm/s = 1.213e+05 m/s
Fc = 21.78 kV/cm
F = 43.6 kV/cm (2 Fc): kTe law 0.183 eV, MC 0.197 eV
  v law 1.085e+07, MC 1.118e+07 +- 8.3e+03 cm/s; MC/v_sat 0.922
F = 87.1 kV/cm (4 Fc): kTe law 0.621 eV, MC 0.635 eV
  v law 1.177e+07, MC 1.185e+07 +- 1.4e+04 cm/s; MC/v_sat 0.977
F = 174.2 kV/cm (8 Fc): kTe law 2.375 eV, MC 2.386 eV
  v law 1.204e+07, MC 1.206e+07 +- 2.9e+04 cm/s; MC/v_sat 0.994
Constant-rate test: input power at linear mobility / maximum loss
  ratio 0.25: late energy growth 0.000 hw*nu, final mean energy 1.4 hw
  ratio 4.00: late energy growth 3.011 hw*nu, final mean energy 1501.7 hw
v_sat and its hot-lattice limit, cm/s
  T = 150 K: 1.326e+07, limit 2.039e+07
  T = 300 K: 1.213e+07, limit 1.442e+07
  T = 600 K: 9.678e+06, limit 1.020e+07
```
